# Vacuum polarization in scalar QED: bubble, seagull and the spinor comparison

**Q:** You want the photon self-energy from a charged scalar loop. For an electron there is one diagram. Why should a simpler particle need two?

**A:** Because its kinetic term has two derivatives. Take one complex scalar of mass $m\neq0$ and charge $e$, metric $(+,-,-,-)$, $\hbar=c=1$, $\alpha=e^2/4\pi$, and

$$\mathcal L=(D_\mu\phi)^*D^\mu\phi-m^2\phi^*\phi-\tfrac14F_{\mu\nu}F^{\mu\nu},\qquad D_\mu=\partial_\mu+ieA_\mu .$$

Expanding the first term gives the interaction

$$\mathcal L_{\rm int}=ieA^\mu(\phi\,\partial_\mu\phi^*-\phi^*\partial_\mu\phi)+e^2A_\mu A^\mu\phi^*\phi .$$

An incoming scalar of momentum $p$ gives $\partial_\mu\phi\to-ip_\mu$, and an outgoing one of momentum $p'$ gives $\partial_\mu\phi^*\to+ip'_\mu$. Multiplying by $i$, the one-photon vertex is $i\cdot ie\cdot i(p+p')^\mu=-ie(p+p')^\mu$. The two-photon vertex is $2ie^2g^{\mu\nu}$, where the 2 counts the ways of attaching two photons to $A_\mu A^\mu$.

At order $e^2$ one can use two one-photon vertices (the bubble) or one two-photon vertex (the seagull). A quartic self-coupling of $\phi$ would not enter at one loop. Write

$$D_1=k^2-m^2,\quad D_2=(k+q)^2-m^2,\quad P=2k+q,\quad \int_k=\int\frac{d^dk}{(2\pi)^d}.$$

The propagators are $i/D_1$ and $i/D_2$, with $m^2\to m^2-i0$. The bubble prefactor is $(-ie)^2i^2=e^2$, and that of the seagull is $2ie^2\cdot i=-2e^2$:

$$i\Pi^{\mu\nu}=\underbrace{e^2\int_k\frac{P^\mu P^\nu}{D_1D_2}}_{\text{bubble}}\;\underbrace{-\,2e^2g^{\mu\nu}\int_k\frac1{D_1}}_{\text{seagull}} .$$

**Q:** The seagull does not depend on $q$. Why not drop it as a constant to be absorbed in some counterterm?

**A:** Current conservation requires $q_\mu\Pi^{\mu\nu}=0$, so contract and see. Since $D_2-D_1=2k\cdot q+q^2=q\cdot P$,

$$q_\mu(\text{bubble})^{\mu\nu}=e^2\int_kP^\nu\left(\frac1{D_1}-\frac1{D_2}\right).$$

In the second term substitute $k\to k-q$. Then $D_2\to D_1$ and $P\to2k-q$, so

$$q_\mu(\text{bubble})^{\mu\nu}=e^2\int_k\frac{(2k+q)^\nu-(2k-q)^\nu}{D_1}=2e^2q^\nu\int_k\frac1{D_1}.$$

The contracted seagull is $-2e^2q^\nu\int_k1/D_1$. The sum vanishes. Dropping the seagull would leave a term that no gauge-invariant counterterm can repair.

**Q:** You shifted the variable in a badly divergent integral. With a cutoff that is not allowed.

**A:** Correct, and the regulator matters. I use dimensional regularization: the identity holds for $d$ small enough that all the integrals converge, and both sides are then continued in $d$.

A sharp cutoff does fail. Rotate to Euclidean momenta, $k^0=ik_E^0$, so that $d^dk=i\,d^dk_E$ and $k^2=-k_E^2$. At $q=0$ the spatial components are

$$\Pi^{ij}(0)=e^2\int\frac{d^4k_E}{(2\pi)^4}\left[\frac{4k_ik_j}{(k_E^2+m^2)^2}-\frac{2\delta_{ij}}{k_E^2+m^2}\right]
=-2e^2\int\frac{d^4k_E}{(2\pi)^4}\,\partial_i\frac{k_j}{k_E^2+m^2}.$$

This is a surface term. On a sphere of radius $\Lambda$ the area is $2\pi^2\Lambda^3$ and the average of $n_in_j$ is $\delta_{ij}/4$, hence

$$\Pi^{ij}(0)=-\frac{2e^2}{16\pi^4}\cdot2\pi^2\Lambda^3\cdot\frac{\delta_{ij}}4\cdot\frac{\Lambda}{\Lambda^2+m^2}
=-\frac{e^2\delta_{ij}}{16\pi^2}\frac{\Lambda^4}{\Lambda^2+m^2}.$$

For $\Lambda=10m$ and $e^2=1$ this is $-0.627\,m^2$. A transverse tensor that is regular at $q=0$ must vanish there; this one acts as a photon mass term produced by the cutoff.

**Q:** Then stay with dimensional regularization. How do you know that each diagram fails separately? Perhaps $\int_k1/D_1$ is zero.

**A:** It has to be evaluated. For $\Delta>0$, use $A^{-n}=\Gamma(n)^{-1}\int_0^\infty ds\,s^{n-1}e^{-sA}$ with $A=l_E^2+\Delta$. The Gaussian momentum integral gives $(4\pi s)^{-d/2}$, and the $s$ integral is a gamma function:

$$I_n(\Delta)\equiv\int\frac{d^dl_E}{(2\pi)^d}\frac1{(l_E^2+\Delta)^n}=\frac{\Gamma(n-d/2)}{(4\pi)^{d/2}\Gamma(n)}\Delta^{d/2-n}.$$

Since $D_1=-(k_E^2+m^2)$,

$$\int_k\frac1{D_1}=-iI_1(m^2)=-\frac{i\,\Gamma(1-d/2)}{(4\pi)^{d/2}}\,m^{d-2}.$$

For $m\neq0$ this is not zero, so neither diagram is transverse alone. For $m=0$ the continuation from $d>2$ gives zero: the seagull vanishes and the bubble is transverse by itself. In dimensional regularization, the statement that only the sum is transverse therefore needs a massive scalar. This vanishing belongs to the regulator: with one that brings its own mass scale, such as Pauli–Villars fields, the regulated seagull is nonzero even for $m=0$ and both diagrams are needed.

**Q:** A vanishing contraction is one thing. Show me the transverse tensor coming out of the integrals.

**A:** First combine the denominators:

$$\frac1{D_1D_2}=\int_0^1\frac{dx}{[(1-x)D_1+xD_2]^2},$$

which follows because the antiderivative of the integrand is $-1/\{(D_2-D_1)[D_1+x(D_2-D_1)]\}$. With $l=k+xq$ the bracket becomes

$$k^2+2xk\cdot q+xq^2-m^2=l^2-\Delta,\qquad \Delta=m^2-x(1-x)q^2,$$

and $P=2l+(1-2x)q$. Terms odd in $l$ integrate to zero, so $P^\mu P^\nu\to4l^\mu l^\nu+(1-2x)^2q^\mu q^\nu$.

Two integrals are needed. The first is $\int_l(l^2-\Delta)^{-2}=iI_2(\Delta)$. For the second, Lorentz symmetry replaces $l^\mu l^\nu$ by $g^{\mu\nu}l^2/d$, and in Euclidean form

$$\int\frac{d^dl_E}{(2\pi)^d}\frac{l_E^2}{(l_E^2+\Delta)^2}=I_1-\Delta I_2=\left[1-\left(1-\tfrac d2\right)\right]I_1=\tfrac d2I_1,$$

because $\Gamma(2-d/2)=(1-d/2)\Gamma(1-d/2)$. With $l^2=-l_E^2$ this gives

$$\int_l\frac{l^\mu l^\nu}{(l^2-\Delta)^2}=-\frac i2g^{\mu\nu}I_1(\Delta).$$

The two diagrams are therefore

$$\text{bubble}=ie^2\int_0^1dx\left[-2g^{\mu\nu}I_1(\Delta)+(1-2x)^2q^\mu q^\nu I_2(\Delta)\right],$$

$$\text{seagull}=2ie^2g^{\mu\nu}I_1(m^2).$$

**Q:** The $g^{\mu\nu}$ terms contain $I_1$ and the $q^\mu q^\nu$ term contains $I_2$. They do not look like parts of one transverse tensor.

**A:** An integration by parts in $x$ connects them. Put $a=d/2-1$ and write $1=\frac{d}{dx}(x-\frac12)$. At both endpoints $\Delta=m^2$, so the boundary term is $m^{2a}$. Also $\Delta'=-(1-2x)q^2$ and $x-\frac12=-\frac12(1-2x)$, whose product is $\frac12(1-2x)^2q^2$. Thus

$$\int_0^1\Delta^a\,dx=m^{2a}-\frac{aq^2}2\int_0^1(1-2x)^2\Delta^{a-1}dx .$$

The total coefficient of $g^{\mu\nu}$ is

$$\frac{2ie^2\Gamma(1-d/2)}{(4\pi)^{d/2}}\left[m^{2a}-\int_0^1\Delta^adx\right]
=\frac{ie^2q^2\,a\,\Gamma(1-d/2)}{(4\pi)^{d/2}}\int_0^1(1-2x)^2\Delta^{a-1}dx .$$

Since $a\,\Gamma(1-d/2)=-\Gamma(2-d/2)$, this equals $-ie^2q^2\int_0^1(1-2x)^2I_2(\Delta)\,dx$. The seagull supplied the $m^{2a}$ that made this possible. Hence

$$\Pi^{\mu\nu}=(q^\mu q^\nu-q^2g^{\mu\nu})\Pi(q^2),$$

$$\Pi(q^2)=\frac{e^2\Gamma(2-d/2)}{(4\pi)^{d/2}}\int_0^1dx\,(1-2x)^2\Delta^{d/2-2}.$$

**Q:** Can that cancellation be seen without Feynman parameters or gamma functions?

**A:** Yes, in a dimension where each diagram converges. Take $d=1.5$, $m=1$, $e^2=1$ and a spacelike $q$ of length $Q=2$, and integrate over the Euclidean loop momentum directly. With $c$ the cosine of the angle between $k$ and $q$, the measure is $d^dk=\frac{2\pi^{(d-1)/2}}{\Gamma((d-1)/2)}\,k^{d-1}dk\,(1-c^2)^{(d-3)/2}dc$, and a component across $q$ replaces $k_ik_i$ by $k^2(1-c^2)/(d-1)$. The one gamma function left is a constant common to both diagrams; it sets the size of the numbers but plays no part in the cancellation. Along $q$, the bubble gives $1.08643$ and the seagull $-1.08643$; they cancel to the accuracy of the integration. Across $q$,

$$0.961637-1.086435=-0.124798.$$

The transverse tensor predicts $-Q^2\Pi$ for this component, so $\Pi=0.12480/4=0.03120$. The formula above gives $0.03120$ too. The numerical check makes this comparison, and checks the renormalized function, its imaginary part and its limits by separate routes.

**Q:** In four dimensions your $\Pi$ is infinite. What is left that can be measured?

**A:** Set $d=4-2\epsilon$. Then $\Gamma(\epsilon)\Delta^{-\epsilon}=1/\epsilon-\gamma_E-\ln\Delta+O(\epsilon)$, where $\gamma_E$ is Euler's constant. As $\int_0^1(1-2x)^2dx=\frac13$, the pole is $\alpha/(12\pi\epsilon)$, independent of $q^2$. The scale that makes the logarithm dimensionless is also independent of $q^2$.

To see what the constant does, insert the self-energy once into the photon propagator. The $g^{\mu\nu}$ part is

$$\frac{-i}{q^2}+\frac{-i}{q^2}(-iq^2\Pi)\frac{-i}{q^2}=\frac{-i}{q^2}(1-\Pi),$$

and repeated insertions sum to $-i/[q^2(1+\Pi)]$. A constant in $\Pi$ rescales $e^2$. Defining $e$ as the charge seen at $q^2=0$ means subtracting $\Pi(0)$:

$$\Pi_R(q^2)=-\frac\alpha{4\pi}\int_0^1dx\,(1-2x)^2\ln\left[1-x(1-x)\frac{q^2}{m^2}-i0\right].$$

**Q:** The integrand looks real. Where could an imaginary part come from, and with what sign?

**A:** From a negative argument of the logarithm. Let $u=1-2x$, so $x(1-x)=(1-u^2)/4$. The argument is negative when

$$u^2<\beta^2,\qquad \beta=\sqrt{1-4m^2/q^2},$$

which requires $q^2>4m^2$. The $-i0$ places the argument below the cut, so the logarithm has imaginary part $-\pi$. With $dx=du/2$ after ordering the limits,

$$\operatorname{Im}\Pi=\frac\alpha4\int_{-\beta}^{\beta}\frac{du}2\,u^2=\frac\alpha4\cdot\frac{\beta^3}3=\frac{\alpha\beta^3}{12}.$$

The sign belongs to my tensor convention. If one factors out $q^2g^{\mu\nu}-q^\mu q^\nu$ instead, $\Pi$ and its imaginary part change sign.

**Q:** A sign that depends on convention and a cube that comes from a parameter integral do not convince me. What is the physics?

**A:** Above threshold the photon can turn into a real pair. In the rest frame of $q$, choose a real polarization $\varepsilon$ along $z$, with $\varepsilon\cdot q=0$ and $\varepsilon^2=-1$. Then $\varepsilon_\mu\varepsilon_\nu\Pi^{\mu\nu}=q^2\Pi$, and unitarity at lowest order reads

$$2q^2\operatorname{Im}\Pi=\int d\Phi_2\,|e\,\varepsilon\cdot(p_1-p_2)|^2 .$$

The right side is positive, which fixes the sign. Each particle has momentum $\beta\sqrt{q^2}/2$, so the squared amplitude is $e^2q^2\beta^2\cos^2\theta$. Two-body phase space is $\beta/8\pi$ times the angular average, and $\cos^2\theta$ averages to $\frac13$:

$$2q^2\operatorname{Im}\Pi=\frac\beta{8\pi}\cdot\frac{e^2q^2\beta^2}3
\quad\Rightarrow\quad \operatorname{Im}\Pi=\frac{e^2\beta^3}{48\pi}=\frac{\alpha\beta^3}{12}.$$

One power of $\beta$ is phase space. The other two come from the amplitude: spinless particles must carry the photon's unit of angular momentum as orbital motion, and a P-wave amplitude is proportional to the momentum.

At $q^2=16m^2$, $\beta=\sqrt{3/4}=0.8660$ and $\beta^3=0.6495$, so

$$\operatorname{Im}\Pi=0.0072974\times0.6495/12=3.950\times10^{-4}.$$

**Q:** Now go to large spacelike momentum. What does the loop do there?

**A:** Let $Q^2=-q^2\gg m^2$. The logarithm becomes $\ln(Q^2/m^2)+\ln[x(1-x)]$, except in endpoint regions whose contribution vanishes in the limit. Using $\int_0^1x^n\ln x\,dx=-1/(n+1)^2$ and the symmetry $x\leftrightarrow1-x$,

$$\int_0^1(1-2x)^2\ln[x(1-x)]\,dx=2\left(-1+1-\tfrac49\right)=-\tfrac89 .$$

Therefore

$$\Pi_R\to-\frac\alpha{4\pi}\left[\frac13\ln\frac{Q^2}{m^2}-\frac89\right]=-\frac{\alpha}{12\pi}\left[\ln\frac{Q^2}{m^2}-\frac83\right].$$

**Q:** The same $\frac1{12}$ appears in the imaginary part. Coincidence?

**A:** No. $\Pi_R$ is analytic away from the cut $q^2\ge4m^2$, vanishes at $q^2=0$ and grows only logarithmically. Apply Cauchy's theorem to $\Pi_R(s)/[s(s-q^2)]$: there is no pole at $s=0$, the large circle drops out, and the discontinuity across the cut is $2i\operatorname{Im}\Pi$. This gives

$$\Pi_R(q^2)=\frac{q^2}\pi\int_{4m^2}^\infty ds\,\frac{\operatorname{Im}\Pi(s)}{s(s-q^2)} .$$

For $q^2=-Q^2$, the range $4m^2\ll s\ll Q^2$ contributes $-\frac1\pi\frac\alpha{12}\int ds/s$, which is the leading logarithm. At $Q^2=10m^2$ the dispersion integral and the Feynman-parameter integral both give $-1.2349\times10^{-4}$.

**Q:** How does this compare with an electron loop? Please derive that one as well; I will not accept a remembered coefficient.

**A:** For a Dirac field of the same charge and mass, the vertex is $-ie\gamma^\mu$ and the closed loop brings a factor $-1$. The prefactor is $(-1)(-ie)^2i^2=-e^2$:

$$i\Pi_D^{\mu\nu}=-e^2\int_k\frac{\operatorname{tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not k'+m)]}{D_1D_2},\qquad k'=k+q .$$

The trace is $4[k^\mu k'^\nu+k^\nu k'^\mu-g^{\mu\nu}(k\cdot k'-m^2)]$. Insert $k=(P-q)/2$ and $k'=(P+q)/2$ in the first two terms, and $2k\cdot k'=k^2+k'^2-q^2$ in the last:

$$\operatorname{tr}[\ldots]=2\left[P^\mu P^\nu-q^\mu q^\nu-g^{\mu\nu}(D_1+D_2-q^2)\right].$$

The scalar result can be put in the same form. By the shift used before, $\int_k1/D_1=\int_k1/D_2$, so the seagull equals $-e^2g^{\mu\nu}\int_k(D_1+D_2)/(D_1D_2)$, and

$$i\Pi^{\mu\nu}=e^2\int_k\frac{P^\mu P^\nu-g^{\mu\nu}(D_1+D_2)}{D_1D_2}.$$

Comparing the two expressions,

$$i\Pi_D^{\mu\nu}=-2\,i\Pi^{\mu\nu}+2e^2(q^\mu q^\nu-q^2g^{\mu\nu})\int_k\frac1{D_1D_2}.$$

The last integral is $i\int_0^1dx\,I_2(\Delta)$. The Dirac function thus has the scalar form with a different weight:

$$(1-2x)^2\;\longrightarrow\;-2(1-2x)^2+2=8x(1-x).$$

**Q:** So where does the quarter come from?

**A:** The coefficient of the logarithm is the integrated weight. For the scalar it is $\frac13$. For the Dirac field it is $-\frac23+2=\frac43$: minus two scalar loops, plus the extra term generated by the spin matrices. The ratio is $\frac14$. The constant for the Dirac weight is

$$2\left(-2+\tfrac89\right)=-\tfrac{20}9,$$

since $\int_0^1\ln[x(1-x)]dx=-2$. Hence

$$\Pi_{R,D}\to-\frac\alpha{3\pi}\left[\ln\frac{Q^2}{m^2}-\frac53\right].$$

**Q:** The constants $\frac83$ and $\frac53$ differ. Then the scalar polarization is not one quarter of the spinor one.

**A:** Right. The quarter belongs to the coefficient of the logarithm. At large $Q^2$ the ratio of the functions is

$$\frac{\Pi_R}{\Pi_{R,D}}\simeq\frac14\left[1-\frac1{\ln(Q^2/m^2)-5/3}\right],$$

which approaches its limit slowly. The full one-loop integrals give:

| $Q^2/m^2$ | $\Pi_R$ scalar | $\Pi_R$ Dirac | ratio |
|---|---|---|---|
| $1$ | $-1.811\times10^{-5}$ | $-1.404\times10^{-4}$ | 0.129 |
| $10^2$ | $-4.178\times10^{-4}$ | $-2.319\times10^{-3}$ | 0.180 |
| $10^4$ | $-1.268\times10^{-3}$ | $-5.841\times10^{-3}$ | 0.217 |
| $10^8$ | $-3.049\times10^{-3}$ | $-1.297\times10^{-2}$ | 0.235 |

The slopes in $\ln Q^2$, taken between $10^6m^2$ and $10^8m^2$, already have the ratio $0.249996$.

At small $|q^2|$ expand the logarithm to first order. The scalar integral is $\int_0^1(1-2x)^2x(1-x)dx=\frac16-\frac4{30}=\frac1{30}$, and the Dirac one is $8\int_0^1x^2(1-x)^2dx=\frac8{30}$. So $\Pi_R\simeq\alpha q^2/(120\pi m^2)$, one eighth of the Dirac value.

**Q:** And the imaginary parts? Are they in the ratio one quarter?

**A:** Far above threshold, yes. With $8x(1-x)=2(1-u^2)$, the same cut integral gives

$$\operatorname{Im}\Pi_D=\frac\alpha4\int_{-\beta}^{\beta}(1-u^2)\,du=\frac{\alpha\beta(3-\beta^2)}6 .$$

The ratio is $\beta^2/[2(3-\beta^2)]$, which tends to $\frac14$ as $\beta\to1$ and to zero at threshold, where the scalar pair is suppressed by its P-wave. At $q^2=16m^2$ it is $0.75/4.5=\frac16$.

**Q:** What does the scalar loop do to the strength of the interaction, and when should I stop trusting the answer?

**A:** The propagator shows that $\alpha$ is replaced by $\alpha_{\rm eff}=\alpha/(1+\Pi_R)$ at spacelike momentum. There the argument of the logarithm, $1+x(1-x)Q^2/m^2$, exceeds one and rises with $Q^2$, so $\Pi_R$ is negative and decreasing, and the coupling grows with $Q^2$: a closer probe sees less of the screening. For one scalar and $Q^2=10^6m^2$, $\Pi_R=-2.158\times10^{-3}$ and

$$\frac1{\alpha_{\rm eff}}=137.036\times(1-0.002158)=136.740,$$

a decrease of $0.296$. This model contains no other charged particles, so the number is not a prediction for the measured coupling. The formula also omits two-loop and higher corrections to $\Pi$. It certainly cannot be used where $|\Pi_R|$ approaches one, that is, where $\ln(Q^2/m^2)$ approaches $12\pi/\alpha$: there $\alpha_{\rm eff}$ is no longer small, and the expansion that produced the formula has lost its basis.

## Computed results

```
Direct loop integrals, m = 1, e^2 = 1 (dimensionless)
dimension d = 1.5, Q = 2.0
bubble, component along q   = 1.08643481
seagull, any component      = -1.08643481
sum along q                 = 3.7e-12
bubble, component across q  = 0.96163661
sum across q                = -0.12479820
Pi from loop integration    = 0.03119955
Pi from derived formula     = 0.03119955
Sharp cutoff 10 m, d = 4, e^2 = 1:
  Pi^(ii)(q=0) = -0.626988 m^2
alpha = 0.007297353, 1/alpha = 137.035999
Timelike point q2 = 16 m^2 (Pi dimensionless)
beta = 0.866025, beta^3 = 0.649519
Im Pi scalar, alpha beta^3/12 = 3.949808e-04
Im Pi scalar, Feynman integral = 3.949808e-04
Im Pi scalar, pair production = 3.949808e-04
Im Pi Dirac, pair production  = 2.369885e-03
ratio scalar/Dirac = 0.166667
Spacelike: Q2/m^2, Pi_R scalar, Pi_R Dirac, ratio
  1e+00  -1.810964e-05  -1.403669e-04  0.12902
  1e+02  -4.178093e-04  -2.319313e-03  0.18014
  1e+04  -1.267601e-03  -5.841328e-03  0.21701
  1e+06  -2.158078e-03  -9.406528e-03  0.22942
  1e+08  -3.049478e-03  -1.297218e-02  0.23508
Pi_R scalar at Q2 = 10 m^2, Feynman    = -1.234892e-04
Pi_R scalar at Q2 = 10 m^2, dispersion = -1.234892e-04
dPi_R/dln(Q2), 1e6 to 1e8: scalar = -1.935651e-04
dPi_R/dln(Q2), 1e6 to 1e8: Dirac  = -7.742722e-04
ratio of logarithmic slopes = 0.249996
Pi_R/q2 near q2 = 0: scalar = 1.9355e-05 m^-2
Pi_R/q2 near q2 = 0: Dirac  = 1.5484e-04 m^-2
ratio near q2 = 0 = 0.1250
1/alpha_eff at Q2 = 1e6 m^2, one scalar = 136.740265
decrease of 1/alpha = 0.295734
```
